# Friedel's d-Band Bond Energy and the Stronger Binding of 5d Metals, part 2

We ask how band width, d count and relativity affect the d bond energies of 4d and 5d metals, for example molybdenum and tungsten. Derivations use Hartree atomic units; numerical energies are in eV per atom. A positive bond energy lowers the total energy. Spin-orbit coupling and magnetism are left out.

**Theorem 1.** A rectangular d band of width $W$, centred on the reference atom's d level $C$ and holding $N$ electrons up to the Fermi level $E_F$, has bond energy

$$
E_d=\frac{W N(10-N)}{20}. \tag{1}
$$

Between metals 1 and 2, with $\Delta X=X_2-X_1$, $\bar X=(X_1+X_2)/2$ and $f=N(10-N)/20$,

$$
\Delta E_d=\bar f\,\Delta W+\bar W\,\Delta N\,\frac{5-\bar N}{10}. \tag{3}
$$

**Lemma 2.** Lowering the s band slightly relative to a d band with the same Fermi level moves electrons from d to s. They enter the s band at $E_F$, so the s electrons' energy carries a cost that compensates the d-count term.

**Lemma 4.** For repulsion $Ae^{-pR}$ and bond energy $Be^{-qR}$ at interatomic distance $R$, with $p>q>0$, the fraction $1-q/p$ of the bond energy survives at equilibrium.

A crystal cell with potential $V$ and periodic $K>0$ has the functional

$$
a[\psi]=\int_{\rm cell}\left(\frac K2|\nabla\psi|^2+V|\psi|^2\right)d^3r. \tag{8}
$$

We replace the cell by a sphere of equal volume and radius $S$. For $\psi=R(r)Y_{lm}$,

$$
a[R]=\int_0^S\left\{\frac K2\left[r^2R'^2+l(l+1)R^2\right]+r^2VR^2\right\}dr, \tag{10}
$$

$$
-\frac12\left(Kr^2R'\right)'+\frac K2\,l(l+1)R+r^2VR=\varepsilon r^2R. \tag{11}
$$

For $l=2$, the band bottom $\varepsilon_b$ has $R_b'(S)=0$, the top $\varepsilon_t$ has $R_t(S)=0$, and $W=\varepsilon_t-\varepsilon_b$:

$$
W=-\frac{K(S)\,S^2R_t'(S)R_b(S)}{2\int_0^S r^2R_tR_b\,dr}. \tag{12}
$$

An fcc test band has equivalent rectangular width 44.9 and edge-to-edge width 51.6 on the mesh used, or 52.5 (17% larger) on a finer one.

### Scalar relativity

The Dirac equation couples a large component $\phi$ to a small component $\chi$. With the rest energy subtracted, $\mathbf p$ the momentum and $\boldsymbol\sigma$ the Pauli matrices,

$$
V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=\varepsilon\phi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-2c^2)\chi=\varepsilon\chi .
$$

The second equation gives $\chi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi/(2c^2+\varepsilon-V)$. For valence electrons $|\varepsilon|$ is small compared with $2c^2-V$. Dropping $\varepsilon$ in the denominator is the zeroth-order regular approximation:

$$
\left[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac K2\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\phi=\varepsilon\phi,\qquad
K=\frac{1}{1-V/(2c^2)} . \tag{13}
$$

The product of the Pauli matrices splits the kinetic term into $\mathbf p\cdot(K/2)\mathbf p$ and the spin-orbit term $\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$. Keeping the first gives the functional (8) with this $K$. The nonrelativistic limit $c\to\infty$ has $K=1$.

**Lemma 7 (direct effect).** In a fixed potential that is not constant and has $V<0$ throughout the cell, scalar relativity lowers every level belonging to a given $l$ and to either of the two band-edge conditions.

**Proof.** For $V<0$ one has $0<K<1$. The kinetic part of (10) is then smaller than its nonrelativistic value for every trial function that is not constant, and no trial function has a larger one. By the min-max principle no level rises. The lowering is strict: take the space spanned by the lowest $n$ nonrelativistic states. The relativistic functional can equal the old $n$th level there only for the $n$th state itself, and only if its kinetic energy is zero. That would require a constant function, which solves (11) only in a constant potential. $\square$

The condition on $V$ holds in a neutral sphere. If $q(r)$ is the electron charge per unit radius, neutrality makes the Coulomb potential

$$
V_C(r)=-\int_r^S q(r')\left(\frac1r-\frac1{r'}\right)dr'\le0, \tag{14}
$$

and the exchange-correlation potential used below is negative.

Lemma 7 says nothing about the sign of the width change, because both edges fall. Nor does it include the indirect effect: the electrons rearrange, and $V$ itself changes. If electron charge moves inward from radius $r_2$ to $r_1$, its repulsive potential $1/\max(r,r')$ increases at all $r<r_2$ and is unchanged outside. An inward shift of the inner shells therefore weakens the attraction felt in that region. This is a plausible source of the wider 5d band found below at fixed d count, but the calculation does not separate the contributions of individual shells.

### The d count

The s band is taken to start at $B_s$, the valence s level with zero slope at $S$, and to be filled like a free-electron band. States up to wave number $k$ number $2\Omega(4\pi k^3/3)/(2\pi)^3=\Omega k^3/(3\pi^2)$ per cell of volume $\Omega=4\pi S^3/3$. With $k^2=2(E_F-B_s)$,

$$
N_s=\frac{\Omega}{3\pi^2}\left[2(E_F-B_s)\right]^{3/2},\qquad
N=\frac{10(E_F-\varepsilon_b)}{W},\qquad N_s+N=Z_v, \tag{15}
$$

where $Z_v$ is the number of valence electrons. The three conditions determine $E_F$ and $N$ when $E_F$ lies inside both bands. If relativity lowers $B_s$ relative to the d band, Lemma 2 gives a transfer from d to s.

The free-electron filling of the s band is an assumption. With a smaller effective mass the s band would hold fewer electrons at a given $E_F$, and the d count would be larger. For a metal near half filling, such as tungsten, this can change the sign of $5-N$. The cell itself suggests a smaller mass. Bardeen's formula gives $1/m^*=\tfrac13S^3R_s(S)^2\,SR_p'(S)/R_p(S)$, where $R_s$ is the normalized state at $B_s$ and $R_p$ the $l=1$ solution at the same energy. For the cells below it yields $m^*\approx0.6$ to 0.7 in niobium, tantalum, molybdenum and tungsten, and about 0.75 to 0.85 in palladium and platinum. This mass describes only the bottom of the band, so it indicates the sensitivity of the results and is not a correction to them. With $m^*=1$ the relativistic 5d cells hold 1.85 to 2.0 electrons in the s band, beyond the filling at which a free-electron sphere touches the zone boundary (1.48 for bcc, 1.36 for fcc).

### Three pairs of metals

The pairs are niobium and tantalum, molybdenum and tungsten, and palladium and platinum, with $Z_v=5$, 6 and 10. Each metal is treated as a neutral sphere whose potential is made self-consistent in the local density approximation, with Dirac exchange and Hedin-Lundqvist correlation. The filled 4f shell of the 5d metals is included. The valence s charge is taken from the state at $B_s$. The d charge is taken from the state with $SR'/R=-3$, the logarithmic derivative of the decaying solution $r^{-3}$ of the free equation at zero energy. This state also marks the d level from which s-band positions are quoted, called the d centre in the output. It need not coincide with the midpoint $C$ of the rectangular band.

All spheres have $S=3.0$ bohr. Metals of the two rows in the same column have roughly equal cell sizes, and a common radius removes the remaining differences. What is compared is therefore the effect of the atoms, not of their lattices. At the measured cell radii, which lie between about 2.87 and 3.07 bohr, the relativistic advantages of the 5d metals found below change from 0.35, 1.33 and 2.06 eV to about 0.26, 1.15 and 2.37 eV.

**Molybdenum and tungsten.** With scalar relativity, molybdenum has $W=9.02$ eV and $N=4.553$, while tungsten has $W=10.43$ eV and $N=3.997$. The filling factors are

$$
f_{\rm Mo}=\frac{4.553\times5.447}{20}=1.240,\qquad
f_{\rm W}=\frac{3.997\times6.003}{20}=1.200 ,
$$

and the bond energies are $9.02\times1.240=11.2$ eV and $10.43\times1.200=12.5$ eV. The two terms of (3) are

$$
\bar f\,\Delta W=1.220\times1.41\ \text{eV}=1.72\ \text{eV},
$$

$$
\bar W\,\Delta N\,\frac{5-\bar N}{10}
=9.73\ \text{eV}\times(-0.556)\times\frac{5-4.275}{10}=-0.39\ \text{eV}.
$$

Their sum is 1.33 eV. In this model tungsten has the larger bond energy because its band is wider, and its smaller d count takes back part of the gain.

**Palladium and platinum.** The widths are 4.53 and 5.95 eV, and the d counts 8.743 and 8.111. The width term is 0.93 eV. The count term is

$$
5.24\ \text{eV}\times(-0.632)\times\frac{5-8.427}{10}=1.14\ \text{eV}.
$$

Both factors that depend on the count are negative, so the term is positive. The total advantage of platinum is about 2.1 eV, and more than half of it comes from the d count. With the lighter s mass the two terms are 0.85 and 0.74 eV, so the share of the count term is only roughly one half. As explained after Lemma 2, a d-count term belongs to the d part of the account and must not be read as a separate gain in total energy.

**Niobium and tantalum.** The width term is 1.33 eV and the count term $-0.97$ eV. Tantalum keeps an advantage of only 0.35 eV, about 3% of niobium's bond energy. A difference this small should not be given weight in a model with a rectangular band.

### What relativity contributes

The calculation does not support the statement that 5d bands are wider than 4d bands because of relativity. At equal cell size the ratio of the 5d to the 4d width is as follows.

| Pair | Nonrelativistic | Scalar relativistic |
|---|---:|---:|
| Ta/Nb | 1.11 | 1.11 |
| W/Mo | 1.15 | 1.16 |
| Pt/Pd | 1.32 | 1.31 |

The larger width is present without relativity. By (12), the 5d states have more weight at the cell boundary in the sense of that ratio.

The small net effect of relativity on the width hides larger contributions of opposite sign. For tungsten they can be followed in sequence:

- The nonrelativistic width is 10.26 eV.
- Using the relativistic $K$ in the unchanged potential reduces it to 9.41 eV. This is the direct effect, $-0.85$ eV.
- Making the potential self-consistent, with the d count held at its nonrelativistic value, raises it to 10.86 eV. This is the indirect effect, $+1.45$ eV.
- Letting the d count adjust lowers it to 10.43 eV, a change of $-0.43$ eV.

The net change is $+0.17$ eV, or 1.7% of the nonrelativistic width.

The effect on the s band is much larger. In tungsten its bottom moves from 7.35 to 10.19 eV below the d level, and $N$ falls from 4.68 to 4.00. In molybdenum the bottom moves by 0.86 eV and $N$ falls by 0.20. The relativistic s-d transfer is thus more than three times as large in the 5d metal of this pair.

Its consequence for the d bond energy depends on the column, as Theorem 1 requires. At $S=3.0$ bohr, relativity changes $E_d$ by $-0.94$ eV in tantalum, $-0.25$ eV in tungsten and $+1.40$ eV in platinum. The values for tantalum and tungsten rely on the rectangular shape of the d band and on the free-electron filling of the s band. With the s mass from Bardeen's formula the three changes become $+0.19$, $+0.49$ and $+1.17$ eV, so only the sign for platinum is stable. In an asymmetric band the Fermi level generally reaches the mean energy at a filling other than five, so the sign of this change is not established for the real metal. The advantage of the 5d metal over its 4d partner changes accordingly:

- tantalum over niobium: from 1.24 to 0.35 eV;
- tungsten over molybdenum: from 1.68 to 1.33 eV;
- platinum over palladium: from 1.02 to 2.06 eV.

Within this model, then, the wider 5d band accounts for the larger d bond energy in the first two pairs, and s-d transfer reduces the advantage. The size of that reduction depends on the s mass: with the lighter mass the width and count terms for tungsten over molybdenum are 1.96 and $-0.02$ eV. In the last pair width and transfer act together, and relativity roughly doubles the advantage.

### The role of cell size

Reducing the radius of the tungsten cell from 3.0 to 2.9 bohr raises its relativistic width from 10.43 to 11.96 eV. The corresponding exponent is

$$
\frac{\ln(11.955/10.432)}{\ln(2.9/3.0)}=\frac{0.136}{-0.0339}\approx-4.0 ,
$$

so near this radius $W$ varies roughly as $S^{-4}$. The comparison of rows therefore depends on their having nearly equal cells. If the same exponent holds for a slightly larger cell, tungsten would lose its width advantage over molybdenum at a radius larger by the factor $1.156^{1/4}\approx1.037$. An expansion of about 4% would be enough.

The same sensitivity opens another route for relativity. If it contracts the lattice, it widens the d band. A contraction of 1% would widen tungsten's band by about 4% and, at fixed $N$, raise $E_d$ by about 0.5 eV. This would exceed the loss of 0.25 eV found at fixed radius. It would not be an equal gain in cohesion, because near equilibrium the total energy is stationary with respect to $S$, so the changes of the remaining terms together (the repulsion alone in the model of Lemma 4) cancel the bond-energy gain to first order. Whether and how far relativity contracts each metal is not determined here.

### Where the explanation stops

The values of $E_d$ are not predictions of measured cohesive energies. Tungsten's 12.5 eV lies well above its measured cohesive energy of roughly 9 eV. Repulsion reduces the bond energy, by half in the example with $p=2q$, and the preparation of the free atom subtracts from it. The contribution of the s and p electrons is not calculated here. The spherical cell also supplies an edge-to-edge width, which for the fcc band of the first half exceeded the equivalent rectangular width by about 17%. If this excess is the same fraction in two metals, it does not affect the ratio of their bond energies at given d counts.

The inference from a larger $E_d$ to stronger binding thus requires that the omitted terms do not reverse the order. For niobium and tantalum the difference in $E_d$ is too small to support it. A large difference is not sufficient either: for palladium and platinum about half of it is the d-count term, which the energy of the s electrons can offset. Spin-orbit coupling and s-d hybridization are left out, and the shape of the bands is simplified, so differences of a few tenths of an eV should not be relied on. The d-count terms are less certain still: the choice of the s mass alone moves the one for tantalum by about 0.85 eV.

At $N=10$ the theorem gives $E_d=0$ for any width. The binding of a metal with a filled d shell must therefore come entirely from terms left out of (1), and the present result says nothing about it. It applies to metals with a partly filled d band, and there the width and the distance from half filling have to be considered together. The full set of calculated values is in the numerical output below.

## Table of computed values

```
common cell radius S = 3.0 bohr
Friedel energy, W=10 eV, N=5: 12.50 eV
fcc band: second moment = 168.0 (coupling unit squared)
fcc band: equivalent width = 44.90 coupling units
fcc band: actual width = 51.63 coupling units
fcc band: largest parabola error = 5.2 % of maximum
repulsion example p=3.0, q=1.5 (inverse length units)
fraction of bond energy left = 0.500
1D cell, hartree: Neumann, band bottom, band top, Dirichlet
  -8.4821  -8.4812  -7.9493  -7.9465
1s of Z=78 ion, solver / mapped Dirac = 0.99996
nr = nonrelativistic, rel = scalar relativistic
metal      W/eV  s bottom - d centre/eV  N_d    E_d/eV
Nb nr     10.50     -7.54               3.891   12.47
Nb rel    10.66     -8.45               3.693   12.42
Ta nr     11.63     -7.88               3.814   13.72
Ta rel    11.84    -10.86               3.147   12.77
Mo nr      8.89     -7.10               4.754   11.09
Mo rel     9.02     -7.96               4.553   11.19
W  nr     10.26     -7.35               4.676   12.77
W  rel    10.43    -10.19               3.997   12.52
Pd nr      4.49     -4.33               8.937    2.13
Pd rel     4.53     -5.09               8.743    2.49
Pt nr      5.91     -4.36               8.786    3.15
Pt rel     5.95     -6.92               8.111    4.56
change of E_d in eV: width part, d-count part, total
Nb to Ta, nr: 1.34, -0.10, 1.24
Nb to Ta, rel: 1.33, -0.97, 0.35
Mo to W, nr: 1.70, -0.02, 1.68
Mo to W, rel: 1.72, -0.39, 1.33
Pd to Pt, nr: 0.72, 0.30, 1.02
Pd to Pt, rel: 0.93, 1.14, 2.06
Ta, nr to rel: 0.25, -1.19, -0.94
W, nr to rel: 0.21, -0.47, -0.25
Pt, nr to rel: 0.02, 1.38, 1.40
width ratios 5d/4d: nr, rel
Ta/Nb: 1.108, 1.111
W/Mo: 1.153, 1.156
Pt/Pd: 1.318, 1.312
W metal, nr width = 10.257 eV
W metal, direct effect only, width = 9.407 eV
W metal, rel at nr d count, width = 10.859 eV
W metal, rel with transfer, width = 10.432 eV
W metal, rel width at S=2.9 bohr = 11.955 eV
W metal, d ln(width)/d ln(S) = -4.02
```
